# Positive Definiteness of the PAW Overlap Operator and Truncated Datasets: verification in Python

```python
"""
Result under test: the PAW overlap S = 1 + sum_ij |p_i> q_ij <p_j| is positive
definite exactly when all eigenvalues of C^(1/2) q C^(1/2) exceed -1.
C_ij = <p_i|p_j>; q_ij = <phi_i|phi_j> - <phit_i|phit_j> inside the sphere;
phi = all-electron, phit = pseudo partial waves; <p_i|phit_j> = delta_ij.
T = 1 + sum_i |phi_i - phit_i><p_i|. A truncated dataset may have an
indefinite S, while T^dagger T is never negative.
Radial functions are u(r) = r R(r), so inner products are integrals of u v dr.
Hartree atomic units.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad


def is_positive_definite(matrix):
    try:
        np.linalg.cholesky(matrix)
        return True
    except np.linalg.LinAlgError:
        return False


def reduced_eigenvalues(C, q):
    """Eigenvalues of C^(1/2) q C^(1/2); C may be singular."""
    values, vectors = np.linalg.eigh(C)
    root = (vectors * np.sqrt(np.clip(values, 0, None))) @ vectors.conj().T
    return np.linalg.eigvalsh(root @ q @ root)


# ---- General theorem on random complex cases, some with dependent projectors
rng = np.random.default_rng(7)
dim, count = 9, 3
outcomes = {True: 0, False: 0}
for trial in range(300):
    P = rng.normal(size=(dim, count)) + 1j * rng.normal(size=(dim, count))
    if trial % 3 == 0:
        P[:, 2] = P[:, 0] + 1j * P[:, 1]
    A = rng.normal(size=(count, count)) + 1j * rng.normal(size=(count, count))
    q = 10 ** rng.uniform(-3, 0) * (A + A.conj().T) / 2
    S = np.eye(dim) + P @ q @ P.conj().T
    lam = reduced_eigenvalues(P.conj().T @ P, q)
    expected = np.sort(np.concatenate([np.ones(dim - count), 1 + lam]))
    assert np.allclose(np.linalg.eigvalsh(S), expected, rtol=1e-8, atol=1e-8)
    positive = is_positive_definite(S)
    assert positive == bool(lam[0] > -1)
    outcomes[positive] += 1
    S_safe = np.eye(dim) + P @ (q @ q) @ P.conj().T  # q @ q is non-negative
    assert np.linalg.eigvalsh(S_safe)[0] > 1 - 1e-9
assert min(outcomes.values()) > 0

# ---- Complete dataset and its truncation, in the plane where they differ
a, t = sp.symbols("a t", positive=True)
pseudo = sp.Matrix([[1, t], [0, 1]])          # columns are pseudo waves
allel = sp.Matrix([[a, t], [0, 1]])           # columns are all-electron waves
projs = pseudo.inv().T                        # columns are dual projectors
q_full = allel.T * allel - pseudo.T * pseudo
S_full = sp.eye(2) + projs * q_full * projs.T
T_full = sp.eye(2) + (allel - pseudo) * projs.T
p1 = projs[:, 0]
T_cut = sp.eye(2) + (allel[:, 0] - pseudo[:, 0]) * p1.T
S_cut = sp.eye(2) + p1 * q_full[0, 0] * p1.T
assert (S_full - T_full.T * T_full).expand() == sp.zeros(2)
assert (T_full - T_cut).expand() == sp.zeros(2)
low_formula = a**2 - t**2 * (1 - a**2)
assert sp.expand(S_cut.det() - low_formula) == 0
assert sp.expand(S_cut.trace() - 1 - low_formula) == 0
plane = {a: sp.Rational(1, 2), t: 1}


def plane_lowest(matrix):
    return np.linalg.eigvalsh(np.array(matrix.subs(plane), dtype=float))[0]


full_low, cut_low = plane_lowest(S_full), plane_lowest(S_cut)
assert full_low > 0 > cut_low
assert abs(cut_low - float(low_formula.subs(plane))) < 1e-12

# ---- Radial model: constant potential, s channel
depth, radius = 10.0, 2.0
energy_1, energy_2 = -0.5, 1.0


def overlaps(left, right):
    """Matrix of sphere integrals by adaptive quadrature."""
    return np.array([[quad(lambda r: f(r) * g(r), 0, radius,
                           epsabs=1e-12, epsrel=1e-12, limit=200)[0]
                      for g in right] for f in left])


def squared_sinc(r):
    return np.sinc(r / radius) ** 2


def flat(r):
    return 1.0


nodes, weights = np.polynomial.legendre.leggauss(60)
r_in = radius * (nodes + 1) / 2
grid = np.concatenate([r_in, r_in + radius])
root_w = np.sqrt(np.tile(weights * radius / 2, 2))
inside = grid < radius
identity = np.eye(grid.size)


def build(energies, shape):
    """Construct and test a dataset; return its matrices."""
    ae, ps, coefficients = [], [], []
    for energy in energies:
        k = np.sqrt(2 * (energy + depth))
        norm = quad(lambda r: np.sin(k * r) ** 2, 0, radius)[0]
        amp = 1 / np.sqrt(norm)
        value = amp * np.sin(k * radius)
        slope = amp * k * np.cos(k * radius)
        cubic = (slope * radius - value) / (2 * radius**3)
        linear = value / radius - cubic * radius**2
        ae.append(lambda r, k=k, amp=amp: amp * np.sin(k * r))
        ps.append(lambda r, c1=linear, c3=cubic: c1 * r + c3 * r**3)
        coefficients.append((k, amp, value, slope, linear, cubic))
    raw = [lambda r, f=f: shape(r) * f(r) for f in ps]
    inverse = np.linalg.inv(overlaps(ps, raw))
    proj = []
    for i in range(len(ps)):
        proj.append(lambda r, c=inverse[:, i]:
                    sum(cj * g(r) for cj, g in zip(c, raw)))
    C = overlaps(proj, proj)
    G, Gt = overlaps(ae, ae), overlaps(ps, ps)
    q = G - Gt
    Phi = np.array([root_w * f(grid) for f in ae]).T
    Phit = np.array([root_w * np.where(inside, f(grid), g(grid))
                     for f, g in zip(ps, ae)]).T
    P = np.array([root_w * np.where(inside, f(grid), 0) for f in proj]).T
    D = Phi - Phit
    S = identity + P @ q @ P.T
    T = identity + D @ P.T
    R = identity - Phit @ P.T
    tol = dict(rtol=1e-8, atol=1e-8)
    assert np.allclose(P.T @ Phit, np.eye(len(ps)), **tol)
    lam = reduced_eigenvalues(C, q)
    expected = np.sort(np.concatenate([np.ones(grid.size - len(ps)), 1 + lam]))
    s_values, s_vectors = np.linalg.eigh(S)
    assert np.allclose(s_values, expected, **tol)
    assert is_positive_definite(S) == bool(lam[0] > -1)
    assert np.allclose(T.T @ T - S, P @ D.T @ R + R.T @ D @ P.T, **tol)
    # Pseudo waves are expandable, so S reproduces the all-electron norms.
    assert np.allclose(Phit.T @ S @ Phit, Phi.T @ Phi, **tol)
    assert np.allclose(np.linalg.det(T), np.linalg.det(overlaps(proj, ae)), **tol)
    assert np.linalg.eigvalsh(C - np.linalg.inv(Gt))[0] > -1e-8
    tt_low = np.linalg.eigvalsh(T.T @ T)[0]
    assert tt_low > 0
    return dict(C=C, G=G, Gt=Gt, q=q, lam=lam, S=S, T=T, R=R, P=P,
                s_low=s_values[0], vector=s_vectors[:, 0], tt_low=tt_low,
                det=np.linalg.det(T), coefficients=coefficients)


one = build([energy_1], squared_sinc)
span = build([energy_1], flat)
two = build([energy_1, energy_2], squared_sinc)

assert one["s_low"] < 0
assert span["s_low"] > 0
assert np.allclose(span["C"], np.linalg.inv(span["Gt"]), rtol=1e-9)
assert abs(span["s_low"] - span["G"][0, 0] / span["Gt"][0, 0]) < 1e-8

# The same normalized function gives a negative <S> but a positive ||T f||^2.
f = one["vector"]
s_mean = f @ one["S"] @ f
t_mean = np.sum((one["T"] @ f) ** 2)
remainder = np.linalg.norm((one["R"] @ f)[inside])
assert s_mean < 0 < t_mean and remainder > 1e-3

# Scale q through the predicted threshold and test positivity directly.
critical = -1 / one["lam"][0]
correction = one["P"] @ one["q"] @ one["P"].T
assert is_positive_definite(identity + critical * (1 - 1e-6) * correction)
assert not is_positive_definite(identity + critical * (1 + 1e-6) * correction)

k, amp, value, slope, linear, cubic = one["coefficients"][0]
next_node = np.ceil(k * radius / np.pi) * np.pi / k
print(f"Random cases: positive definite S = {outcomes[True]}")
print(f"Random cases: not positive definite S = {outcomes[False]}")
print(f"Plane example: a = {float(plane[a]):.2f}, t = {float(plane[t]):.2f} (dimensionless)")
print(f"Plane: lowest eigenvalue, complete S = {full_low:.6f} (dimensionless)")
print(f"Plane: lowest eigenvalue, truncated S = {cut_low:.6f} (dimensionless)")
print(f"Potential in radial model = {-depth:.2f} hartree")
print(f"Sphere radius = {radius:.2f} bohr")
print(f"First reference energy = {energy_1:.2f} hartree")
print(f"Second reference energy = {energy_2:.2f} hartree")
print(f"First wave number = {k:.6f} bohr^-1")
print(f"First node beyond sphere = {next_node:.6f} bohr")
print(f"All-electron amplitude = {amp:.6f} bohr^-1/2")
print(f"Matching value = {value:.6f} bohr^-1/2")
print(f"Matching slope = {slope:.6f} bohr^-3/2")
print(f"Pseudo linear coefficient = {linear:.6f} bohr^-3/2")
print(f"Pseudo cubic coefficient = {cubic:.6f} bohr^-7/2")
print(f"One wave: all-electron sphere norm n = {one['G'][0, 0]:.6f} (dimensionless)")
print(f"One wave: pseudo sphere norm = {one['Gt'][0, 0]:.6f} (dimensionless)")
print(f"One wave: q = {one['q'][0, 0]:.6f} (dimensionless)")
print(f"One wave: C = {one['C'][0, 0]:.6f} (dimensionless)")
print(f"One wave: eigenvalue of C^(1/2) q C^(1/2) = {one['lam'][0]:.6f} (dimensionless)")
print(f"One wave: lowest S eigenvalue on grid = {one['s_low']:.6f} (dimensionless)")
print(f"One wave: lowest T^dagger T eigenvalue = {one['tt_low']:.6f} (dimensionless)")
print(f"One wave: det T = {one['det']:.6f} (dimensionless)")
print(f"Negative direction: <f|S|f> = {s_mean:.6f} (dimensionless)")
print(f"Negative direction: ||T f||^2 = {t_mean:.6f} (dimensionless)")
print(f"Negative direction: sphere norm ||R f|| = {remainder:.6f} (dimensionless)")
print(f"Critical fraction of q = {critical:.6f} (dimensionless)")
print(f"Span projector: C = {span['C'][0, 0]:.6f} (dimensionless)")
print(f"Span projector: lowest S eigenvalue = {span['s_low']:.6f} (dimensionless)")
for i, lam_value in enumerate(two["lam"], 1):
    print(f"Two waves: reduced eigenvalue {i} = {lam_value:.6f} (dimensionless)")
print(f"Two waves: lowest S eigenvalue = {two['s_low']:.6f} (dimensionless)")
print(f"Two waves: lowest T^dagger T eigenvalue = {two['tt_low']:.6f} (dimensionless)")
print("success")
```

Output:

```
Random cases: positive definite S = 170
Random cases: not positive definite S = 130
Plane example: a = 0.50, t = 1.00 (dimensionless)
Plane: lowest eigenvalue, complete S = 0.190983 (dimensionless)
Plane: lowest eigenvalue, truncated S = -0.500000 (dimensionless)
Potential in radial model = -10.00 hartree
Sphere radius = 2.00 bohr
First reference energy = -0.50 hartree
Second reference energy = 1.00 hartree
First wave number = 4.358899 bohr^-1
First node beyond sphere = 2.162192 bohr
All-electron amplitude = 0.972824 bohr^-1/2
Matching value = 0.631889 bohr^-1/2
Matching slope = -3.224123 bohr^-3/2
Pseudo linear coefficient = 2.085978 bohr^-3/2
Pseudo cubic coefficient = -0.442508 bohr^-7/2
One wave: all-electron sphere norm n = 1.000000 (dimensionless)
One wave: pseudo sphere norm = 3.368868 (dimensionless)
One wave: q = -2.368868 (dimensionless)
One wave: C = 0.490102 (dimensionless)
One wave: eigenvalue of C^(1/2) q C^(1/2) = -1.160987 (dimensionless)
One wave: lowest S eigenvalue on grid = -0.160987 (dimensionless)
One wave: lowest T^dagger T eigenvalue = 0.000428 (dimensionless)
One wave: det T = 0.030329 (dimensionless)
Negative direction: <f|S|f> = -0.160987 (dimensionless)
Negative direction: ||T f||^2 = 1.150806 (dimensionless)
Negative direction: sphere norm ||R f|| = 0.806901 (dimensionless)
Critical fraction of q = 0.861336 (dimensionless)
Span projector: C = 0.296836 (dimensionless)
Span projector: lowest S eigenvalue = 0.296836 (dimensionless)
Two waves: reduced eigenvalue 1 = -0.785959 (dimensionless)
Two waves: reduced eigenvalue 2 = 5.325671 (dimensionless)
Two waves: lowest S eigenvalue = 0.214041 (dimensionless)
Two waves: lowest T^dagger T eigenvalue = 0.000553 (dimensionless)
success
```
